# Semicore local orbitals and the electron count in APW+lo

**Q:** I want a better description of a 2p shell that lies not far below the valence bands, so I am adding a local orbital for it. A local orbital is a basis function. Basis functions change the accuracy of the bands, not the number of electrons, so I leave the core list and the number of band electrons as they were. Is anything wrong with that?

**A:** You are right that a basis function carries no electrons. But a basis also decides which states the band calculation can find, and the electrons are then put into the lowest ones. So we must ask whether your new functions bring in new low states. What does your basis look like now?

**Q:** It is APW+lo. Between the atoms each function is a plane wave. Inside a sphere of radius $R$ around the nucleus it is a sum of terms $u_l(r,E_v)Y_{lm}$, matched in value to the plane wave at $R$. Here $u_l(r,E_v)$ solves the radial equation at a fixed valence energy $E_v$. The "lo" functions combine $u_l$ with its energy derivative $\dot u_l$ and vanish at $R$. The 2p shell has so far been in the core, solved separately in the same potential.

**A:** Then why do the 2p states not appear among your bands already? The band Hamiltonian contains the full potential, and nothing in it says that 2p is taken.

**Q:** I assumed that the bands are made orthogonal to the core.

**A:** Your method does not impose that. It comes, approximately, from the radial equation. Take Hartree atomic units and write $P=ru$. Let $P_c$ be the core solution at energy $E_c$ and $P_v$ the solution at $E_v$, for the same $l$:

$$-\tfrac12P_c''+\Big[\tfrac{l(l+1)}{2r^2}+V\Big]P_c=E_cP_c,\qquad -\tfrac12P_v''+\Big[\tfrac{l(l+1)}{2r^2}+V\Big]P_v=E_vP_v .$$

Multiply the first by $P_v$, the second by $P_c$, and subtract. The bracketed terms cancel:

$$-\tfrac12\,(P_vP_c''-P_cP_v'')=(E_c-E_v)\,P_cP_v .$$

The left side is the derivative of $-\tfrac12(P_vP_c'-P_cP_v')$, because the products $P_v'P_c'$ cancel. Integrate from 0, where both functions vanish, to $R$:

$$(E_c-E_v)\int_0^R P_cP_v\,dr=\tfrac12\,\big[P_cP_v'-P_vP_c'\big]_{r=R}. \tag{1}$$

If the core orbital and its slope are small at the sphere, the right side is small, and so is the overlap, provided that $E_v$ is not close to $E_c$. Differentiating (1) with respect to $E_v$ gives the same for $\dot P_v$:

$$(E_c-E_v)\int_0^R P_c\dot P_v\,dr=\int_0^R P_cP_v\,dr+\tfrac12\,\big[P_c\dot P_v'-\dot P_vP_c'\big]_{r=R}.$$

Both terms on the right are small again. But $\dot P_v$ is not normalized and can itself be small, so its overlap need not be small in proportion. Combinations of $u_l$ and $\dot u_l$ can therefore contain part of the 2p orbital. A band near $E_c$ needs nearly the whole of it, which your present basis cannot build, so no band appears there.

**Q:** And the local orbital supplies what is missing?

**A:** That is its purpose. For each $m$ it has the form

$$\phi_m=\big[a\,u_l(r,E_v)+c\,u_l(r,E_{sc})\big]Y_{lm}\ \ (r<R),\qquad \phi_m=0\ \ (r>R),$$

with $E_{sc}$ at the semicore level. It must be continuous at $R$, so $a\,u_l(R,E_v)+c\,u_l(R,E_{sc})=0$, or

$$\frac ac=-\frac{u_l(R,E_{sc})}{u_l(R,E_v)} .$$

The numerator is the core function at the sphere, which is small. Provided that $u_l(R,E_v)$ is not also close to zero, $\phi_m$ is nearly the core orbital itself. (Its slope may jump at $R$; the kinetic energy is then taken as $\tfrac12\int|\nabla\psi|^2$, which allows for the kink.) There are $2l+1$ values of $m$, hence $2l+1$ new functions per atom.

**Q:** New functions, granted. But I could add many functions without getting that many new occupied bands. How do you know how many I get here?

**A:** By bounding the number from both sides. Number the band energies at one k-point upwards, $e_1\le e_2\le\dots$, and add $M$ functions. The min–max principle says that $e_n$ is the smallest value that the largest energy expectation value in an $n$-dimensional subspace of the basis can have. Every subspace of the old basis is also available in the new one, so

$$e_n^{\rm new}\le e_n^{\rm old}.$$

For the other side, take the space spanned by the lowest $n+M$ new eigenstates. The old basis has only $M$ dimensions fewer than the new one, so this space shares at least $n$ dimensions with it. In the shared part no expectation value exceeds $e_{n+M}^{\rm new}$. Hence

$$e_n^{\rm new}\le e_n^{\rm old}\le e_{n+M}^{\rm new}. \tag{2}$$

So the number of bands below any chosen energy cannot fall, and it grows by at most $M$.

**Q:** That allows anything from zero to $2l+1$.

**A:** Yes, and the energy parameter decides. In a spherical potential the functions $\phi_m$ do not mix with each other, and all have the same expectation value, close to $E_{sc}$ because they are nearly core orbitals. They span a $(2l+1)$-dimensional space, so by min–max at least $2l+1$ new-basis bands lie at or below that value. The old basis had none there, so by (2) there are at most $2l+1$. The number is $2l+1$, and with two spins these bands hold

$$2(2l+1)$$

electrons: 6 for a p shell.

**Q:** Then do the "lo" functions in my present basis also bring occupied states? They are local too.

**A:** Not here. They are built from $u_l$ and $\dot u_l$ at $E_v$, which together reproduce only part of the core orbital. A local orbital with its second energy above the valence bands is not aimed at the core orbital either, but it can enlarge that part: small overlaps one by one do not exclude a combination that resembles the core orbital. So count the low bands rather than assume their number. A model crystal shows the difference. It is simple cubic with lattice constant 6 bohr, sphere radius 2.5 bohr and nuclear charge 12. The potential is zero between the spheres, and inside them

$$V(r)=w(r)-w(R),\qquad w(r)=-\frac{1+11\,e^{-r/0.40}}{r},$$

with $r$ in bohr and $V$ in hartree. The 2p level of a single such well is at $-1.166$ hartree ($-31.7$ eV), with 0.13 percent of its charge outside the sphere. The k-point is $(\tfrac14,\tfrac14,\tfrac14)$ in units of $2\pi$ over the lattice constant; by cubic symmetry it stands for all eight points $(\pm\tfrac14,\pm\tfrac14,\pm\tfrac14)$.

| Basis (p channel) | Functions | Bands at the 2p energy |
|---|---|---|
| LAPW | 133 | 0 |
| APW+lo | 136 | 0 |
| APW+lo, LO at 3 hartree | 139 | 0 |
| APW+lo, LO at 2p level | 139 | 3 |

LAPW here means that $u_l$ and $\dot u_l$ are matched to the plane wave in value and slope, without local functions. The last two bases have the same size. Only the one with its extra energy at the 2p level has three more bands to fill.

**Q:** So what should I have changed?

**A:** Two numbers together. A neutral cell with nuclear charge $Z$ requires

$$N_{\rm core}+N_{\rm band}=Z .$$

When the shell moves from the core to the bands,

$$N_{\rm core}\to N_{\rm core}-2(2l+1),\qquad N_{\rm band}\to N_{\rm band}+2(2l+1),$$

and the sum is unchanged. In the model, $10+2=12$ becomes $4+8=12$. The eight band electrons fill three 2p bands and one valence band. The highest filled level is 0.116 hartree both before and after. The sum of the 2p and band eigenvalues also agrees:

$$6(-1.166)+2(0.1164)=-6.763\ \text{hartree}.$$

**Q:** I left both numbers alone, at 10 and 2. That also gives 12, and my cell is neutral. Where is the harm?

**A:** Follow your two band electrons. The bands are filled from the bottom, and the bottom is now the 2p shell.

**Q:** They go into the 2p bands. But the core already has six electrons there.

**A:** So the 2p orbital holds eight, where the Pauli principle allows six. Projecting the states on the 2p orbital inside the sphere gives 7.99. The valence band is empty, and the highest filled level has dropped from 0.116 to $-1.166$ hartree, by 1.282 hartree (34.9 eV). The eigenvalue sum becomes $8(-1.166)=-9.328$ hartree. It is lower than the correct one by $2\times1.2824=2.565$ hartree, which is not a better variational result but two electrons in seats that do not exist.

**Q:** A drop of 35 eV I would notice. Would it always be so plain?

**A:** No. Suppose that the semicore bands lie below all the valence bands, and that $N_{\rm band}$ was the correct valence number before the local orbital was added. The first $2(2l+1)$ electrons go into the second copy of the shell, so the valence bands lose

$$\min\big[N_{\rm band},\,2(2l+1)\big]$$

electrons. With $N_{\rm band}=2$ they lose everything. With $N_{\rm band}=8$ and a p shell they lose six and keep two. The highest filled level then still lies in the valence bands, merely too low, and nothing jumps to the semicore energy.

**Q:** Suppose I raise the band number to 8 but forget the core list.

**A:** Then the valence band is filled correctly, but the shell is counted twice in full. The 2p orbital holds 11.99 electrons inside the sphere, and the cell has $10+8=18$ electrons for a nuclear charge of 12. This error shows in the total charge.

**Q:** And if I clear the core list but forget the local orbital?

**A:** The count is $4+8=12$, neutral again, but now the shell is missing. The basis cannot represent it, so the eight electrons fill four valence bands, up to 0.420 hartree instead of 0.116. Their projection on the 2p orbital is 0.003 electrons out of eight, so the filled states contain almost nothing of the missing shell.

**Q:** So neutrality proves little. What should I check?

**A:** Three things: the total charge, the number of bands at the semicore energy, and whether that shell is still in the core list. For each atom with the local orbital there should be $2l+1$ such bands, and the shell should be absent from the core. In a spin-polarized calculation, count $2l+1$ bands for each spin. Spin–orbit coupling splits the shell into levels with $2l$ and $2l+2$ seats, and the sum is still $2(2l+1)$.

**Q:** In your model the two correct treatments agree to every digit you quote. Why move the shell at all?

**A:** In this model there is little need, because the shell is compact: only 0.13 percent of its charge lies outside the sphere. The agreement to every digit also owes something to the k-point. There the phase factors of opposite nearest neighbours, $e^{i\pi/2}$ and $e^{-i\pi/2}$, add to zero, so the coupling between nearest neighbours drops out. At other k-points the 2p bands can differ slightly from the level of the single well. The core treatment solves one isolated well, so it leaves out any overlap with neighbouring atoms. The near-orthogonality drawn from equation (1) also needs a core orbital that is small at $R$. If the shell reaches well beyond the sphere, both assumptions weaken, and the two treatments need not agree. The band treatment is then the one that lets the shell respond to its surroundings.

These figures hold for a fixed potential and the coarse mesh of eight k-points. On an $8\times8\times8$ mesh the two valence electrons spill partly into the second valence band, the highest filled level of the correct treatment rises from 0.116 to about 0.22 hartree, and the drop to the 2p level grows from 35 to about 38 eV. The eigenvalue sums are not total energies, and I have not followed the wrong densities through a self-consistent cycle. The count of seats, $2(2l+1)$, does not depend on these limitations. The numerical output lists all five cases.

**Q:** Then I take 2p out of the core and give the bands six more electrons.

**A:** Yes, both changes, and in the same run as the local orbital.

## Numbers as computed

```
nuclear charge: 12
screening length: 0.40 bohr
sphere radius: 2.50 bohr; lattice constant: 6.00 bohr
valence energy parameter: 0.20 hartree
high LO energy parameter: 3.00 hartree
plane-wave cutoff: 3.30 1/bohr; plane waves: 133
largest empty-lattice error: 5.1e-05 hartree
2p core level, matching: -1.1660 hartree = -31.73 eV
2p core level, finite differences: -1.1661 hartree
2p charge outside the sphere: 0.130 percent
seats in the semicore shell, 2(2l+1): 6
basis: functions / bands at 2p energy / bands up to valence top
  LAPW: 133 / 0 / 1
  APW+lo: 136 / 0 / 1
  APW+lo + high LO: 139 / 0 / 1
  APW+lo + semicore LO: 139 / 3 / 4
semicore bands with LO (hartree): -1.1660 -1.1660 -1.1660
next bands with LO (hartree): 0.1164 0.3684 0.3684 0.4200
lowest bands, APW+lo without LO (hartree): 0.1164 0.3684 0.3684 0.4200
lowest band, LAPW without LO: 0.1164 hartree
case A no LO, 2p in core
  electrons: core 10, bands 2, total 12, excess 0
  electrons in 2p orbital (in sphere): 5.993; in valence bands: 2
  highest filled level: 0.1164 hartree; 2p+band eigenvalue sum: -6.7633 hartree
case B LO, 2p moved to bands
  electrons: core 4, bands 8, total 12, excess 0
  electrons in 2p orbital (in sphere): 5.993; in valence bands: 2
  highest filled level: 0.1164 hartree; 2p+band eigenvalue sum: -6.7633 hartree
case C LO, core and N_band unchanged
  electrons: core 10, bands 2, total 12, excess 0
  electrons in 2p orbital (in sphere): 7.990; in valence bands: 0
  highest filled level: -1.1660 hartree; 2p+band eigenvalue sum: -9.3281 hartree
case D LO, core unchanged, N_band raised
  electrons: core 10, bands 8, total 18, excess 6
  electrons in 2p orbital (in sphere): 11.985; in valence bands: 2
  highest filled level: 0.1164 hartree; 2p+band eigenvalue sum: -13.7593 hartree
case E no LO, 2p removed from core
  electrons: core 4, bands 8, total 12, excess 0
  electrons in 2p orbital (in sphere): 0.003; in valence bands: 8
  highest filled level: 0.4200 hartree; 2p+band eigenvalue sum: 2.5465 hartree
highest filled level, C minus B: -1.2824 hartree = -34.90 eV
eigenvalue sum, B minus A: 0.0000 hartree
eigenvalue sum, C minus B: -2.5648 hartree
```
